Periodic compound coverage on a rotating tube target in reactive sputtering

A metal tube rotates in front of a fixed magnet assembly in argon with a little oxygen. Ions strike the tube within a narrow angular range, the race track. A given piece of surface spends a time t_e per turn in that range (exposed) and a time t_s outside it (shielded). Shielded means shielded from ions; oxygen still arrives. Let θ be the fraction of surface metal sites bound in oxide, so that 0 ≤ θ ≤ 1. The problem is to find the coverage that repeats from turn to turn, and what it does to the emission of metal.

The model has one reactive surface layer. Gas pressure and ion current density are held fixed, the current is uniform inside the race track and zero outside, and no sputtered metal returns to the tube. Part (g) examines these assumptions.

**(a) Write the rate equation for θ in each stage, with every rate expressed through fluxes and site densities.**

Let N be the number of surface metal sites per area and q the number of oxygen atoms bound per oxidized site; q = 1.5 for Al₂O₃. The flux of O₂ molecules from a gas at partial pressure p and temperature T_g is

F = p/√(2πm k_B T_g),

with m the molecular mass. A molecule landing on bare metal sticks with probability α and brings two atoms. The bare fraction is 1−θ, so oxygen is taken up at 2αF(1−θ) atoms per area and time. Division by q gives oxidized sites, and division by N gives coverage:

r(1−θ), with r = 2αF/(qN).

In the race track the ion flux is j = J/e, where J is the ion current density. A fraction x of the ions is taken to be O₂⁺, equal to the fraction of oxygen in the gas. Each such ion also delivers two atoms, and the model counts those landing on bare metal as forming surface oxide:

g(1−θ), with g = 2xj/(qN).

Ions also remove oxide. If an ion striking oxide ejects Y_c metal atoms on average, and each ejected atom opens one bare site, the loss is

sθ, with s = Y_c j/N.

Sputtering of bare metal uncovers more metal and leaves θ unchanged. The exposed stage therefore obeys

dθ/dt = (r+g)(1−θ) − sθ = (r+g) − (r+g+s)θ.

Set k_e = r+g+s and θ_e = (r+g)/k_e. Then

dθ/dt = −k_e(θ−θ_e).

In the shielded stage g and s vanish, and dθ/dt = r(1−θ). This has the same form,

dθ/dt = −k_s(θ−θ_s), with k_s = r and θ_s = 1.

I keep θ_s general below, because a loss process in the shielded stage would make it less than one.

**(b) Find how each stage changes the coverage.**

In the exposed stage put u = θ−θ_e. Since θ_e is constant, du/dt = −k_e u, so u is multiplied by exp(−k_e t_e) during the stage. The shielded stage works in the same way. With

a = k_e t_e, b = k_s t_s, E = exp(−a), S = exp(−b),

the two maps are

exposed: θ → θ_e + (θ−θ_e)E,
shielded: θ → θ_s + (θ−θ_s)S.

Each map moves the coverage part of the way towards its own target value. The numbers a and b say how complete that relaxation is: for a ≫ 1 the surface forgets its history within one pass.

**(c) Compose the maps, find the periodic coverage, and decide whether every starting condition leads to it.**

Begin just before the race track with coverage θ. After exposure it is θ_e(1−E) + Eθ. Inserting this in the shielded map gives the coverage one turn later:

R(θ) = θ_s(1−S) + S[θ_e(1−E) + Eθ]
= θ_s(1−S) + θ_e S(1−E) + SEθ.

A periodic coverage satisfies R(θ) = θ. If a+b > 0, then SE = exp(−a−b) < 1, and the linear equation has one solution, the coverage on entering the race track:

θ_in = [θ_s(1−S) + θ_e S(1−E)]/(1−SE).

The two weights, (1−S) and S(1−E), add up to 1−SE. Hence θ_in is a weighted average of θ_s and θ_e and lies between them.

The coverage on leaving follows from one more use of the exposed map:

θ_out = θ_e(1−E) + Eθ_in
= [θ_e(1−E)(1−SE) + θ_s E(1−S) + θ_e SE(1−E)]/(1−SE)
= [θ_e(1−E) + θ_s E(1−S)]/(1−SE).

In the last line the two terms with θ_e SE(1−E) have cancelled. Composing the maps in the opposite order gives the same slope SE but the fixed point θ_out, because the turn is then counted from the other edge of the race track.

For stability, subtract R(θ_in) = θ_in from R(θ):

R(θ) − θ_in = SE(θ−θ_in).

After n turns the initial deviation is multiplied by (SE)ⁿ, which tends to zero. Every start therefore leads to the same periodic coverage.

Two remarks fix the scope. If the gas is also shut out of the shielded region, then k_s = 0 and S = 1, and the formula gives θ_in = θ_e: nothing happens between passes, and the surface settles at the exposed steady value. Secondly, the coverage is periodic for a piece of metal that travels with the tube. In the laboratory each angle is passed by a succession of pieces with the same history, so the angular profile is stationary. The oxygen uptake of the whole tube is then constant in time, which is consistent with a constant pressure and a steady discharge.

**(d) Find the swing of the coverage and its mean in each stage.**

First,

θ_in − θ_e = [θ_s(1−S) + θ_e(S − SE − 1 + SE)]/(1−SE)
= (θ_s−θ_e)(1−S)/(1−SE).

During exposure this excess shrinks by the factor E, so the drop across the race track is (θ_in−θ_e)(1−E):

θ_in − θ_out = (θ_s−θ_e)G, G = (1−E)(1−S)/(1−SE).

A symmetric form of G is useful. Write 1−E = 2exp(−a/2) sinh(a/2), and treat 1−S and 1−SE likewise. The exponential prefactors cancel, leaving

G = 2 sinh(a/2) sinh(b/2)/sinh((a+b)/2).

Expand the denominator as sinh(a/2)cosh(b/2) + cosh(a/2)sinh(b/2), and divide numerator and denominator by sinh(a/2)sinh(b/2), for a, b > 0:

G = 2/[coth(a/2) + coth(b/2)].

The means need no integral of an exponential. Integrate dθ/dt = −k_e(θ−θ_e) over the exposed stage. The left side gives θ_out−θ_in, and the right side gives −a(θ̄_e−θ_e), where θ̄_e is the time mean in the race track. Therefore

θ̄_e = θ_e + (θ_s−θ_e)G/a.

Over the shielded stage the coverage returns from θ_out to θ_in, so θ_in−θ_out = −b(θ̄_s−θ_s), and

θ̄_s = θ_s − (θ_s−θ_e)G/b.

These formulas were tested against a stepwise integration of the rate equation that uses neither exponentials nor the fixed point. For six random parameter sets, with a and b between 0.4 and 4 and both target coverages between 0 and 1, the two end coverages, the two means and the factor SE agreed to within 1.0×10⁻⁷.

**(e) At fixed gas pressure, ion current density and exposed fraction, how does the race-track coverage depend on rotation speed?**

Let T be the period and f the exposed fraction of a turn. Then a = k_e fT and b = k_s(1−f)T are both proportional to T, and a/b is fixed. From part (d),

G/a = 2/[a coth(a/2) + (a/b) b coth(b/2)].

Both terms in the denominator are positive constants times x coth x, with x = a/2 or b/2. The derivative of that function is

coth x − x/sinh²x = (sinh 2x − 2x)/(2 sinh²x),

which is positive for x > 0. The denominator thus grows with T, and G/a falls. For θ_s > θ_e, faster rotation raises the mean coverage in the race track. In a long pass the excess oxide is removed early and the coverage stays near θ_e for the rest of the pass; a short pass ends before the coverage has come close to θ_e.

In the slow limit a and b are both large, both coth functions tend to one, and G → 1:

θ̄_e → θ_e + (θ_s−θ_e)/a.

Each piece arrives fully relaxed to θ_s and the excess is removed in a time of order 1/k_e. The excess in the mean is proportional to 1/T, hence to speed.

In the fast limit use x coth x = 1 + x²/3 + …, which gives

a coth(a/2) = 2 + a²/6 + …,
a coth(b/2) = 2a/b + ab/6 + ….

Their sum is 2(a+b)/b + a(a+b)/6 = [2(a+b)/b](1 + ab/12), so to second order in T

θ̄_e = θ_e + (θ_s−θ_e)[b/(a+b)](1 − ab/12).

As T → 0 this becomes (aθ_e+bθ_s)/(a+b). The surface can no longer follow the alternation and responds to the rates averaged over a turn. The swing vanishes as (θ_s−θ_e)ab/(a+b), which is proportional to T.

Both expansions were tested by the stepwise integration with θ_e = 0.2 and θ_s = 0.9. At a = 0.4, b = 0.3 the excess θ̄_e − θ_e lay below its fast-limit value (θ_s−θ_e)b/(a+b) by a fraction of that value equal to 0.988 times the predicted ab/12. At a = 40, b = 12 the excess was 0.99999 times the slow-limit value.

**(f) Evaluate the result for an aluminium tube at 20 turns per minute, with 30° exposed, J = 50 mA/cm², 10⁻⁵ Torr of oxygen in a total of 3×10⁻³ Torr, and gas at 300 K. Compare the sputtered metal flux with that of a stationary target.**

The remaining inputs are rough typical values: α = 0.1, N = 10¹⁵ cm⁻², and yields of Y_m = 0.6 aluminium atoms per ion from metal and Y_c = 0.03 from oxide.

The period is 3 s, so t_e = 3 × 30/360 = 0.25 s and t_s = 2.75 s. The fluxes are j = 3.121×10¹⁷ and F = 3.585×10¹⁵ cm⁻² s⁻¹. Then

r = 2 × 0.1 × 3.585×10¹⁵/(1.5×10¹⁵) = 0.478 s⁻¹,
g = 2 × (1/300) × 3.121×10¹⁷/(1.5×10¹⁵) = 1.387 s⁻¹,
s = 0.03 × 3.121×10¹⁷/10¹⁵ = 9.36 s⁻¹.

These give k_e = 11.23 s⁻¹ and θ_e = 1.865/11.23 = 0.166. The exponents are a = 2.807 and b = 1.315, with E = 0.0604, S = 0.2686 and SE = 0.0162. Neither stage is complete, so neither limit of part (e) replaces the full formula. The periodic coverages are

θ_in = (0.7314 + 0.1661 × 0.2524)/0.9838 = 0.786,
θ_out = 0.1661 × 0.9396 + 0.0604 × 0.7861 = 0.204.

The swing is 0.5825, and the means are

θ̄_e = 0.1661 + 0.5825/2.807 = 0.374,
θ̄_s = 1 − 0.5825/1.315 = 0.557.

A tube that enters its first pass clean is 0.786 below the periodic value; one turn later it is 0.786 × 0.0162 = 0.013 below.

The balance over one turn provides a check. Uptake in the race track is 1.865 × 0.6263 × 0.25 = 0.292 of a layer, and uptake in the shielded stage is 0.478 × 0.4431 × 2.75 = 0.582. Their sum, 0.874, matches the removal 9.362 × 0.3737 × 0.25 = 0.875 within rounding. Two thirds of the oxide removed in the race track was formed outside it.

Because the current is uniform in the race track, the mean metal flux leaving it depends linearly on θ̄_e:

Γ = j[Y_m(1−θ̄_e) + Y_cθ̄_e].

For the rotating tube Γ = 3.121×10¹⁷ × (0.3758 + 0.0112) = 1.21×10¹⁷ cm⁻² s⁻¹. On a stationary target the exposed area settles at θ_e, and the same expression gives 1.58×10¹⁷ cm⁻² s⁻¹. At equal pressure and ion current density, rotation lowers the metal flux to 0.77 of the stationary value, because it carries in oxide grown elsewhere.

With all other settings held fixed, the race-track mean rises from 0.181 at 1 turn per minute to 0.303 at 10, 0.374 at 20 and 0.427 at 80. The fast limit is 0.432. At 1 turn per minute a = 56, and the slow formula gives 0.166 + 0.834/56 = 0.181, as found. At 80 turns per minute ab/12 = 0.019, and the fast formula gives 0.166 + 0.266 × 0.981 = 0.427. At 20 turns per minute the slow formula would give 0.463 and the fast one 0.350, on either side of 0.374. The numerical output lists the end coverages and flux ratios at six speeds.

**(g) How far can these numbers be trusted for a real tube, and when does the result itself fail?**

The inputs stand for a tube cathode run in a few millitorr of argon with the oxygen pressure held low by feedback. They are rough. Halving the sticking probability gives θ̄_e = 0.293, doubling it 0.441. From the linear law, Γ becomes 1.35 or 1.09×10¹⁷ cm⁻² s⁻¹, about 12 per cent above or 10 per cent below the value in (f). The oxide yield matters more: halving it raises the race-track mean to 0.56, and doubling it lowers the mean to 0.22.

Real race tracks have two straight lanes and a smooth current profile. Two 15° lanes with a 30° gap raise the mean to 0.387, since the surface takes up oxygen in the gap. A bell-shaped current with a standard deviation of 12° and the same ion dose gives a current-weighted mean of 0.377. If 5 per cent of the oxygen molecules are dissociated in front of the race track and all those atoms stick to bare metal, the mean is about 0.39; the small accompanying loss of molecular flux is neglected. These are small shifts compared with that from the sticking probability.

The treatment of implanted oxygen is less secure. Ions place oxygen below the surface, whereas the term g counts it as surface oxide. In steadily eroding bare metal, the arriving oxygen 2xj must balance the oxygen carried away with the metal. If it leaves in proportion to its concentration c per metal atom, then 2xj = cY_m j, and c = 2x/Y_m = 0.011. This is far below the 1.5 of the oxide. About 5 nm of metal is eroded per pass on average, and about 8 nm where the metal stays bare. If the implanted oxygen stays in place between passes and lies a few nanometres deep, metal that remains bare in the race track comes close to this steady value within the first few passes. The low value suggests that g overstates the surface oxide. Without g the mean is 0.313.

The oxide may also be thicker than one layer. A crude estimate doubles the storage capacity and so halves every rate. Since a and b contain only products of rate and time, this equals a doubling of the speed, and the mean becomes 0.414, the value at 40 turns per minute. This estimate takes the bare metal to be exposed in proportion to the missing oxide. If metal is bared only where the last of two stacked layers has gone, and the second layer forms as readily as the first, more of the surface stays covered: the race-track mean is then about 0.54, a larger shift than that from doubling the sticking probability.

Redeposition changes the structure of the problem. Suppose that 1 per cent of the sputtered metal returns, spread evenly over the shielded area, which is eleven times the exposed area. It buries sites at the rate

ρ = 0.01 × 1.208×10¹⁷/(11 × 10¹⁵) = 0.110 s⁻¹.

The shielded equation becomes dθ/dt = r(1−θ) − ρθ, so k_s = r+ρ and θ_s = r/(r+ρ) = 0.81. The formulas of (c) and (d) still apply and give θ̄_e = 0.342. But 0.15 of a layer of oxide is buried per turn and will be uncovered again in the race track. The value 0.342 counts that oxide as lost, and it is not. The returning metal amounts to about 0.3 of a layer per turn, and a metal layer is stripped in N/(Y_m j) = 5 ms, a fiftieth of the pass. If the surface is treated as a stack in which metal layers are removed at the rate Y_m j/N and oxide layers at the rate s, the mean is about 0.39, above the value in (f). The fresh metal takes up extra oxygen in the shielded stage, and all of that oxide must be removed in the race track.

Smooth variation of the rates during a turn does not endanger the periodic state. For dθ/dt = A(t) − k(t)θ with periodic A and k, the difference of two solutions obeys dδ/dt = −k(t)δ and shrinks per turn by exp(−∫k dt), the integral running over one period. If that integral is positive, one attracting periodic coverage remains; its value must then be found by integration.

The argument does fail when the rates depend on the coverage. With a fixed oxygen inflow instead of a fixed pressure, p depends on how much oxygen is consumed, and p in turn sets r and g. The tube itself is the smaller sink. At the working point of (f) it takes up about 5×10¹⁵ atoms per second and cm² of race track, an amount that rises steadily with p, while the metal it emits could bind 1.8×10¹⁷. The uptake by the film growing on substrate and walls falls once the tube oxidizes and emits less metal, and this feedback can allow more than one steady pressure for one inflow. For a given steady p the map of one piece is still affine, but p now depends on the coverage. The proof of a single periodic state lapses, and the effect of speed found in (e) cannot be carried over without solving the gas balance as well. A discharge whose ion current or sputtering yields shift with θ raises the same difficulty. The formulas describe a tube whose pressure, ion current and yields all stay at set values. Fixing pressure and current does not fix the yields: the voltage of an aluminium cathode falls as oxide covers it, and the yields fall with it. As an illustration, take 400 V for bare metal and 280 V for full oxide, 1/V linear in θ̄_e, and yields proportional to V and equal to those of (f) on the stationary target. Coverage still rises with speed, but the flux ratio at 20 turns per minute drops from 0.77 to 0.68.

Computed results

```
INPUTS (rough typical values)
rotation 20 rpm, exposed angle 30 deg
ion current density 50 mA/cm2
O2 pressure 1e-05 Torr, total 3e-03 Torr
gas temperature 300 K, sticking 0.1
metal sites 1.0e+15 /cm2, O per site 1.5
Al atoms per ion: metal 0.6, oxide 0.03
Al atom density 6.0e+22 /cm3
RATES AND STAGES
period 3.000 s, exposed 0.250 s, shielded 2.750 s
ion flux 3.121e+17 /cm2/s, O2 flux 3.585e+15 /cm2/s
chemisorption rate r 0.4780 /s
reactive-ion rate g 1.3870 /s
sputter removal rate s 9.3623 /s
k_e 11.2273 /s, theta_e 0.1661
a 2.8068, b 1.3146
E 0.0604, S 0.2686, SE 0.01622
PERIODIC COVERAGE
entering race track 0.7861, leaving 0.2036
swing 0.5825, G 0.6986
mean: race track 0.3737, shielded 0.5569
fast-rotation limit of race-track mean 0.4321
metal flux, rotating 1.208e+17 /cm2/s
metal flux, stationary 1.577e+17 /cm2/s
ratio rotating/stationary 0.766
SPEED: rpm, entering, leaving, race-track mean, flux ratio
  1  1.0000  0.1661  0.1810  0.983
  5  0.9957  0.1661  0.2400  0.917
 10  0.9401  0.1689  0.3035  0.845
 20  0.7861  0.2036  0.3737  0.766
 40  0.6265  0.2793  0.4135  0.721
 80  0.5293  0.3462  0.4271  0.706
LEFT OUT: race-track mean coverage with the effect
two 15 deg lanes, 30 deg gap: 0.3872
bell-shaped current, sigma 12 deg: 0.3774
1% of metal redeposited: 0.3418
  burial rate 0.1098 /s, buried 0.153 layer per turn
oxide two layers thick (all rates halved): 0.4135
5% of O2 dissociated, atoms stick: 0.3868
implanted O forms no surface oxide: 0.3134
  metal eroded per pass 5.03 nm
  steady implanted O per Al in bare metal 0.0111
sticking halved: 0.2926, doubled: 0.4411
CHECKS
largest error, formulas against march 1.0e-07
fast-limit correction, found/predicted 0.9880
slow-limit excess, found/predicted 0.99999
```
